# Event-driven simulation of a hard-particle chain with an indexed heap

## 1. Definitions and conventions

A chain consists of $N$ point particles with masses $m_1,\dots,m_N$ at positions $0<x_1<\dots<x_N<L$. Between collisions each particle moves at constant velocity. Collisions are instantaneous and elastic, and particles cannot pass one another. The walls are written as particles $0$ and $N+1$, with $x_0=0$, $x_{N+1}=L$ and $v_0=v_{N+1}=0$.

Gap $j$, for $j=0,\dots,N$, lies between particles $j$ and $j+1$. Its width and closing speed are
$$g_j=x_{j+1}-x_j,\qquad c_j=v_j-v_{j+1}.$$
A positive $c_j$ means that the gap is shrinking.

The unit of length is the mean spacing $a$, the unit of mass is the light mass $m$, and the unit of energy is $k_BT_0$. The unit of time is therefore $t_0=a\sqrt{m/(k_BT_0)}$. In formulas $k_B=1$. The chain is a model of one-dimensional heat transport, and its parameters represent no particular material.

Two assumptions are made about the motion: a finite time interval contains finitely many collisions, and no two adjacent gaps close at the same instant. Section 6 shows what fails without the second.

## 2. Flight, prediction and collision

Particle $i$ carries a stored position $x_i$, a velocity $v_i$ and the time $s_i$ at which that position was stored. Its position at a later time $t$ is
$$x_i(t)=x_i+v_i(t-s_i),$$
until its next collision. A particle that does not collide needs no new data.

At time $t$ the width of gap $j$ a time $\tau$ later is $g_j-c_j\tau$. Setting this to zero gives the predicted collision time, called the key of the gap:
$$t_j=\begin{cases}t+g_j/c_j,&c_j>0,\\ \infty,&c_j\le 0.\end{cases}\tag{1}$$

For a collision between particles $l$ (left) and $r$ (right), let
$$V=\frac{m_lv_l+m_rv_r}{m_l+m_r},\qquad u_i=v_i-V.$$
Momentum conservation leaves $V$ unchanged and requires $m_lu_l+m_ru_r=0$ both before and after. Hence $u_r=-(m_l/m_r)u_l$, and the kinetic energy relative to the centre of mass is a positive constant times $u_l^2$. Energy conservation therefore permits $u_l'=u_l$ or $u_l'=-u_l$. The first choice would let the particles pass through each other. The second is the collision, and gives
$$v_l'=2V-v_l,\qquad v_r'=2V-v_r.\tag{2}$$
A fixed reflecting wall reverses the velocity of the particle that hits it.

## 3. Which predictions change

Equation (1) depends on the motion of two neighbours. A collision in gap $j$ changes the velocities of particles $j$ and $j+1$, which border gaps $j-1$, $j$ and $j+1$. All other keys remain valid, so at most three keys change. A wall collision changes at most two.

The direction of change is also known. From (2),
$$v_l'-v_l=2(V-v_l)=-\frac{2m_r}{m_l+m_r}(v_l-v_r)<0,$$
$$v_r'-v_r=2(V-v_r)=+\frac{2m_l}{m_l+m_r}(v_l-v_r)>0,$$
because $v_l>v_r$ before impact. Subtracting the two equations (2) gives $v_l'-v_r'=-(v_l-v_r)$. The colliding pair now separates, and its key becomes infinite.

For the adjacent gaps, $c_{j-1}=v_{j-1}-v_j$ rises because $v_j$ falls, and $c_{j+1}=v_{j+1}-v_{j+2}$ rises because $v_{j+1}$ rises. Their widths are continuous at the impact. If such a gap was already closing, $t+g/c$ becomes smaller. If it was not, its infinite key either stays infinite or becomes finite. Thus a neighbouring key can move earlier but not later. The same holds after a wall collision, since the particle turns from the wall towards its neighbour.

This was tested on a chain of 64 particles. During 5000 collisions, all keys were recalculated from positions and velocities after every fiftieth event. All 100 recalculations agreed with the stored keys within the stated numerical tolerance of one part in $10^7$ plus $10^{-9}\,t_0$.

## 4. The priority queue and its cost

The $M=N+1$ gaps are arranged in a binary heap. Slot $s$, counted from zero, has children $2s+1$ and $2s+2$, and no child has an earlier key than its parent. The earliest collision is therefore at the root. A second array records the slot of every gap, so that a neighbour's key is found without a search.

Level $d$ of the heap starts at slot $2^d-1$. The last slot, $M-1$, consequently lies at level
$$h=\lfloor\log_2(N+1)\rfloor.$$

One event is processed as follows.

1. Read gap $j$ and its time $t$ from the root.
2. Move the colliding particles to time $t$, assign both the same contact position, and apply (2). At a wall, apply the wall rule.
3. Set key $j$ to infinity and move it down the heap, exchanging it with its earlier child until the order is restored.
4. Recalculate key $j-1$, if that gap exists, and move it up past any later parent.
5. Do the same for key $j+1$.

Each heap repair finishes before the next key is altered, so one entry at a time is out of place. The downward move needs at most two comparisons per level: one between the children and one with the moving key. Each upward move needs at most one per level. The number of heap comparisons therefore satisfies
$$C\le 2h+h+h=4\lfloor\log_2(N+1)\rfloor.\tag{3}$$
The remaining work per event is bounded independently of $N$. Counting each arithmetic operation and memory access as one unit, the cost is $O(\log N)$ per collision. Bound (3) uses exact ordering of the keys. If rounding made a neighbouring key slightly later, it would need a downward move instead, which is still logarithmic.

Building the heap is linear in $N$. Working upwards from the bottom, each of the at most $2^d$ entries at level $d$ can sink $h-d$ levels. With $k=h-d$, the total number of levels is at most
$$\sum_{d=0}^{h}2^d(h-d)=2^h\sum_{k=0}^{h}\frac{k}{2^k}<2\cdot2^h\le2M.$$

### Cost per unit of physical time

The logarithm refers to one collision. In equilibrium at density $n=N/L$, the gaps of a large chain of point particles have the density $ne^{-ng}$, which equals $n$ at contact. A gap with closing speed $c>0$ closes during $dt$ if $g<c\,dt$. The closing speed of masses $m_1,m_2$ is Gaussian with variance $\sigma^2=T(1/m_1+1/m_2)$, so the collision rate per gap is
$$n\int_0^\infty \frac{c\,e^{-c^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dc=\frac{n\sigma}{\sqrt{2\pi}}.$$
For masses 1 and 3 at $n=T=1$, $\sigma^2=4/3$ and the rate is $\sqrt{2/(3\pi)}\approx0.46/t_0$. The measured rates per particle lie between 0.455 and $0.476/t_0$ for $N=256$ to 16384. At fixed density and temperature, a fixed physical time thus contains $O(N)$ collisions and costs $O(N\log N)$.

### Measured cost

For alternating masses 1 and 3, averages over 20000 collisions gave 17.48 comparisons per collision at $N=256$ and 29.44 at $N=16384$. These sizes differ by six doublings, so the increase per doubling is
$$\frac{29.44-17.48}{6}=1.99.$$
This is what one additional level of the downward move would cost. It suggests that the infinite key usually sinks close to the bottom while the upward moves remain short, although their lengths were not recorded separately. The largest counts at the two sizes were 29 and 43, below the bounds 32 and 56.

Running time behaved less simply. A complete heap event took $8.1\,\mu$s at $N=256$ and $53.6\,\mu$s at $N=16384$, a larger factor than that of the comparisons. A linear search for the earliest key, without the collision itself, took $7.4\,\mu$s and about $5000\,\mu$s. In this run it too grew faster than the operation count, which is proportional to $N$; most of the excess arose between $N=4096$ and $N=16384$. These are single timing runs, and the figures at the largest size may reflect machine load or memory access and not the methods themselves. The cause was not isolated. The logarithmic law is established here for operations, not for seconds on a particular machine. At the smallest size the search alone costs about as much as a whole heap event. This is not a like-for-like comparison of the two methods, because the search uses Python's built-in list functions while the heap is written out in Python statements.

## 5. Error analysis

### No discretization error

Suppose that all positions and velocities are exact just after one event. Up to the smallest key no gap closes, so straight-line flight is the true motion. At that key, (2) is the true collision. The state after the next event is therefore exact, and induction extends this to every later event. In exact arithmetic no time step enters, and there is no time-step error.

### Rounding error

Finite precision remains. Let the computed width and closing speed of a gap have small errors $\delta g$ and $\delta c$. To first order, the flight time $g/c$ has the error
$$\delta\tau=\frac{\delta g}{c}-\frac{g}{c^2}\,\delta c.$$
This may be large for a slow approach. Its effect on the path is milder. If a collision is applied late by $\delta\tau$, the left particle keeps its old velocity for that extra time and is displaced by
$$(v_l-v_l')\,\delta\tau=\frac{2m_r}{m_l+m_r}\,c\,\delta\tau
=\frac{2m_r}{m_l+m_r}\left(\delta g-\frac gc\,\delta c\right).\tag{4}$$
The factor $1/c$ has cancelled from the width error. The velocity error is multiplied by the flight time $g/c$. This estimate presumes that the order of collisions is unchanged. If two adjacent gaps close at nearly equal times, rounding can reverse their order and (4) no longer applies.

There is also a limit from the clock. With relative machine precision $\varepsilon$, a time $t$ is stored to about $\varepsilon t$, which limits positions to about $|v|\varepsilon t$. In very long runs the same constant can be subtracted from all stored times and keys, since the motion depends on time differences. This removes only the clock's share. The errors (4) of successive collisions still accumulate, so $|v|\varepsilon t$ is a floor and not a bound, and the error found below for a short run does not carry over to long ones.

For eight particles with alternating masses 1 and 3, the method was compared with a calculation in exact rational arithmetic that moved every particle and examined every gap at each event. Over $16\,t_0$ both produced the same sequence of 69 collisions. The largest position error was $8.9\times10^{-15}a$, and the largest velocity error $6.7\times10^{-16}a/t_0$.

### Comparison with a fixed time step

Consider a scheme that advances all particles by $\Delta$ and then applies (2) to pairs that overlap and approach. An isolated collision is applied late by some $\delta$ with $0\le\delta\le\Delta$. By the argument leading to (4), the position error of the left particle is
$$\frac{2m_r}{m_l+m_r}\,c\,\delta\le\frac{2m_r}{m_l+m_r}\,c\,\Delta,$$
which is first order in the step. Late detection can also change the order of collisions, after which the error need not be small.

For 40 initial states of the eight-particle chain, the largest position error after $2\,t_0$ was recorded relative to the event-driven result. Its medians were as follows.

| Step $\Delta/t_0$ | Median error$/a$ |
|---|---|
| 0.0200 | 0.0718 |
| 0.0040 | 0.0164 |
| 0.0008 | 0.00321 |

Each fivefold reduction of the step lowers the median by a factor of 4.4 or 5.1, consistent with first order.

Energy does not reveal this error. Rule (2) conserves the kinetic energy of a pair at whatever time it is applied, and there is no potential energy. The largest relative energy error of the fixed-step runs was $6.7\times10^{-16}$, although their positions were wrong by up to several hundredths of a spacing in the median. Energy conservation tests the collision rule, not the collision times.

## 6. Simultaneous collisions

If two gaps without a common particle close together, their collisions act on different velocities and can be processed in either order. A gap lying between them may be recalculated twice, but its final key is the same.

If adjacent gaps close together, three particles meet and pair collisions need not define a unique result. Take masses $1,2,1$ and velocities $1,0,-1$. Treating the left pair first, its centre-of-mass velocity is $1/3$, and the velocities become $-1/3,\,2/3,\,-1$. The right pair then has $V=(4/3-1)/3=1/9$, which gives $-1/3,\,-4/9,\,11/9$. The left pair still approaches. Its $V=(-1/3-8/9)/3=-11/27$ gives
$$\left(-\tfrac{13}{27},-\tfrac{10}{27},\tfrac{33}{27}\right)=(-0.4815,-0.3704,1.2222).$$
Starting with the right pair gives the mirror image, $(-1.2222,0.3704,0.4815)$. Both results conserve energy and momentum. The hard-point model must be supplemented by a rule for this event, for example by a short-range force of finite width.

For equal masses (2) exchanges the two velocities. Exchanges continue until the velocities increase from left to right, and this ordering of a given set is unique. The ambiguity then disappears. For unequal masses a triple meeting requires an equality between two collision times, which a small change in generic initial data removes.

## 7. Three events by hand

Let the masses be $1,3,1$, the positions $1,2,3$, the velocities $1,0,-0.5$, and $L=4$, with reflecting walls. Gap 1 closes at $1/1=1$ and gap 2 at $1/0.5=2$. Neither end particle approaches its wall. The keys are $(\infty,1,2,\infty)$.

**Gap 1, $t=1$.** The contact is at $x=2$ and $V=(1+0)/4=0.25$. The new velocities are $0.5-1=-0.5$ and $0.5-0=0.5$. Particle 1 reaches the left wall at $1+2/0.5=5$. Particle 3 is at $2.5$, so gap 2 has width $0.5$ and closing speed $0.5+0.5=1$. Its key moves forward from 2 to $1.5$. The keys are $(5,\infty,1.5,\infty)$.

**Gap 2, $t=1.5$.** The contact is at $2+0.5\times0.5=2.25$, and $V=(3\times0.5-0.5)/4=0.25$. Particle 2 stops and particle 3 acquires velocity 1. It reaches the right wall at $1.5+(4-2.25)/1=3.25$. Gap 1 is still opening. The keys are $(5,\infty,\infty,3.25)$.

**Gap 3, $t=3.25$.** Particle 3 turns back with velocity $-1$. It meets the resting particle 2 at $3.25+1.75/1=5$. The keys are $(5,\infty,5,\infty)$. The next two collisions are simultaneous, but gaps 0 and 2 share no particle, so their order is immaterial.

## 8. Heat flow between thermal walls

A thermal wall at temperature $T$ absorbs the arriving particle's velocity and emits the particle with a speed drawn from the flux-weighted Maxwell density
$$p(v)=\frac{mv}{T}e^{-mv^2/2T},\qquad v>0.$$
The probability of a speed above $v$ is $e^{-mv^2/2T}$. Equating it to a uniform random number $U$ gives $v=\sqrt{-2T\ln U/m}$. The energy $\epsilon=mv^2/2$ has density $e^{-\epsilon/T}/T$ and mean $T$. The mean inverse speed is
$$\left\langle\frac1v\right\rangle=\frac mT\int_0^\infty e^{-mv^2/2T}dv=\frac{m}{2T}\sqrt{\frac{2\pi T}{m}}=\sqrt{\frac{\pi m}{2T}}.$$

Equal masses provide an exact reference. Since colliding particles exchange velocities, a label that follows a velocity crosses the box freely. In a round trip it carries on average $T_L$ to the right and $T_R$ back, in a mean time
$$\tau=L\sqrt{\frac{\pi m}{2}}\left(\frac1{\sqrt{T_L}}+\frac1{\sqrt{T_R}}\right)
=L\sqrt{\frac{\pi m}{2}}\,\frac{\sqrt{T_L}+\sqrt{T_R}}{\sqrt{T_LT_R}}.$$
With $T_L-T_R=(\sqrt{T_L}-\sqrt{T_R})(\sqrt{T_L}+\sqrt{T_R})$, the long-time flux of $N$ labels is
$$J=\frac{N(T_L-T_R)}{\tau}=\frac NL\sqrt{\frac{2T_LT_R}{\pi m}}\left(\sqrt{T_L}-\sqrt{T_R}\right).\tag{5}$$
It vanishes for equal temperatures and does not depend on length at fixed density, as expected for ballistic transport.

For $T_L=2$, $T_R=1$ and $N/L=1$, equation (5) gives
$$J=\sqrt{4/\pi}\,(\sqrt2-1)=0.4674\;k_BT_0/t_0.$$
Simulation gave $0.471\pm0.012$ for $N=8$ and $0.479\pm0.016$ for $N=32$, both within one standard error of (5). The errors come from 20 consecutive time blocks, after an initial period was discarded. They are estimates: $\langle1/v^2\rangle$ diverges logarithmically at small speed, so rare slow crossings make the averages converge less regularly than for a finite variance.

With alternating masses 1 and 3, the light particle next to the hot wall and the heavy one next to the cold wall (in a short chain the flux depends somewhat on this choice), at the same density and wall temperatures, the fluxes were $0.146\pm0.004$ for $N=8$ and $0.073\pm0.006$ for $N=32$. Greater inertia alone does not explain the reduction. If these particles could pass through one another, averaging $m^{-1/2}$ in (5) would multiply the equal-mass flux by $(1+1/\sqrt3)/2\approx0.79$, giving about 0.37. Collisions between unequal masses redistribute energy instead of merely exchanging velocities, and the transport is no longer ballistic.

The effective conductivity $\kappa=JL/(T_L-T_R)$ is $0.1458\times8=1.17\pm0.03$ for the shorter chain and $0.0725\times32=2.3\pm0.2$ for the longer, in units of $k_Ba/t_0$. Fourier's law with a length-independent conductivity, and without temperature jumps at the walls, would give equal values. Here $\kappa$ roughly doubles when the length is quadrupled. It is defined with the full wall temperature difference and therefore includes any temperature jumps at the walls. Such jumps can make $\kappa$ increase with length, because they take a larger share of the difference in a short chain. With a constant bulk value $\kappa_b$ and jumps equivalent to an extra length $\ell$, $\kappa=\kappa_bL/(L+\ell)$. Doubling from $L=8a$ to $32a$ would need $\ell=16a$, that is, jumps taking two thirds of the difference at $N=8$. The temperature profile was not recorded here, and the growth should not be ascribed to jumps alone: chains whose collisions conserve momentum are known to have a bulk conductivity that grows with length. Two short lengths do not determine an asymptotic exponent. The full set of values is given in the numerical output.

## Computed results

```
Small chain: masses 1,3,1 m; x=1,2,3 a; v=1,0,-0.5 a/t0; L=4 a
initial keys (t0): inf 1.0000 2.0000 inf
gap 1 collides at 1.0000 t0; keys (t0): 5.0000 inf 1.5000 inf
  velocities (a/t0): -0.5000 0.5000 -0.5000
gap 2 collides at 1.5000 t0; keys (t0): 5.0000 inf inf 3.2500
  velocities (a/t0): -0.5000 0.0000 1.0000
gap 3 collides at 3.2500 t0; keys (t0): 5.0000 inf 5.0000 inf
  velocities (a/t0): -0.5000 0.0000 -1.0000
Exact check: N=8, time 16 t0, 69 collisions
largest position error 8.9e-15 a, velocity error 6.7e-16 a/t0
relative energy error, event-driven: 4.4e-16
Fixed-step scheme: 40 states, N=8, time 2.0 t0
step 0.0200 t0: median of largest position error 7.18e-02 a
step 0.0040 t0: median of largest position error 1.64e-02 a
step 0.0008 t0: median of largest position error 3.21e-03 a
largest relative energy error, fixed step: 6.7e-16
Triple collision, masses 1,2,1 m, v=1,0,-1 a/t0; final v (a/t0):
  left pair first:  -0.4815 -0.3704 1.2222
  right pair first: -1.2222 0.3704 0.4815
Key audit: N=64, 100 full recalculations agree
Cost per collision (times depend on the machine):
N | mean compares | max | bound | heap us | scan us | rate/(N/t0)
256 | 17.48 | 29 | 32 | 8.1 | 7.4 | 0.476
1024 | 21.48 | 34 | 40 | 10.7 | 32.5 | 0.458
4096 | 25.47 | 37 | 48 | 16.1 | 163.0 | 0.455
16384 | 29.44 | 43 | 56 | 53.6 | 5035.5 | 0.456
extra comparisons per doubling of N: 1.99
Heat flow: T_L=2.0 T0, T_R=1.0 T0, one particle per a
equal-mass formula: J=0.4674 kB*T0/t0
equal 1,1, N=8, 25000 t0: J=0.4714 +- 0.0122 kB*T0/t0, kappa=3.77 kB*a/t0
equal 1,1, N=32, 7000 t0: J=0.4791 +- 0.0161 kB*T0/t0, kappa=15.33 kB*a/t0
alternating 1,3, N=8, 25000 t0: J=0.1458 +- 0.0041 kB*T0/t0, kappa=1.17 kB*a/t0
alternating 1,3, N=32, 15000 t0: J=0.0725 +- 0.0057 kB*T0/t0, kappa=2.32 kB*a/t0
alternating-mass flux ratio J(32)/J(8): 0.497
```
